# Charge-counting symmetry, Johnson-Nyquist noise and the noise-rectification relation

Suppose the noise of a tunnel contact is taken as $S=2e|I|$ at every voltage. At $V=0$ it vanishes, although the conductance does not. Connect this contact to a resistor at the same temperature: the resistor's thermal current fluctuations would deliver power to the contact, which would return none. One body would warm and the other cool, starting from equal temperatures. The current is the difference of the electron flows in the two directions, but the noise of a tunnel contact comes from their sum; the approximation has used the difference for both. A symmetry of the counting statistics fixes the balance between the two, and with it the noise at $V=0$ and the first change of the noise with voltage.

## Statement and conventions

Two leads at the same temperature $T$ are joined by a contact. Let $e>0$, $eV=\mu_L-\mu_R$ and $A=eV/kT$. In a long time $t$ the right lead gains $N$ electrons. The generating function per unit time is

$$F(\chi)=\lim_{t\to\infty}\frac1t\ln\langle e^{i\chi N}\rangle ,\qquad \lambda=i\chi .$$

Below, $F$ is written as a function of $\lambda$ and, where needed, of $A$. Since $i(-\chi+iA)=-\lambda-A$, the claim $F(\chi)=F(-\chi+ieV/kT)$ reads

$$F(\lambda,A)=F(-\lambda-A,A). \tag{1}$$

The cumulants per unit time are $C_n=\partial_\lambda^nF|_{\lambda=0}$. The current, counted along the electron flow, is $I=eC_1$. The charge variance grows as $e^2C_2t$, and the one-sided noise at zero frequency is twice this growth rate, so $S=2e^2C_2$.

## First derivation: coherent scattering

Assume independent electrons scattered elastically by a static potential, which may depend on $V$.

**Counting attempts.** Electrons of one mode in an energy slot $dE$ arrive as a train of wave packets. A lead of length $\ell$ holds $\ell\,dE/(hv)$ states moving towards the contact with speed $v$, and they all arrive within $t=\ell/v$. This makes $t\,dE/h$ attempts.

With several modes, unitary changes of basis within each lead bring the transmission matrix to diagonal form. They change neither the incoming state, because all modes of a lead at energy $E$ have the same occupation, nor the number of electrons in that lead. Independent channels with transmissions $\tau$ remain.

In one attempt, each lead supplies an electron with probability $f_L$ or $f_R$, where $f_r=1/(e^{(E-\mu_r)/kT}+1)$. An electron from the left alone crosses with probability $\tau$, and so does one from the right alone. Two electrons must fill both outgoing modes, by the Pauli principle, and give no net transfer. Hence $N$ changes by $+1$ or $-1$ with probabilities

$$p_+=\tau f_L(1-f_R),\qquad p_-=\tau f_R(1-f_L),$$

and otherwise by zero, with $p_0=1-p_+-p_-$. Generating functions of independent attempts multiply, so their logarithms add:

$$F=\frac1h\sum_{\text{channels, spin}}\int dE\,\ln D,\qquad D=p_0+p_+e^{\lambda}+p_-e^{-\lambda}. \tag{2}$$

**The symmetry.** For each lead $f_r/(1-f_r)=e^{-(E-\mu_r)/kT}$. Dividing the left expression by the right one gives

$$\frac{p_+}{p_-}=\frac{f_L(1-f_R)}{f_R(1-f_L)}=e^{(\mu_L-\mu_R)/kT}=e^A ,$$

at every energy. Replacing $\lambda$ by $-\lambda-A$ therefore turns $p_+e^\lambda$ into $p_+e^{-A}e^{-\lambda}=p_-e^{-\lambda}$, and $p_-e^{-\lambda}$ into $p_-e^Ae^\lambda=p_+e^\lambda$. The two terms change places, $D$ is unchanged, and (1) follows.

**The logarithm.** For complex $\lambda=s+i\theta$ the branch must be the same on both sides. First,

$$p_0\ge 1-\frac{p_++p_-}{\tau}=f_Lf_R+(1-f_L)(1-f_R)\ge\frac{2\sqrt{p_+p_-}}{\tau}\ge2\sqrt{p_+p_-},$$

where the middle inequality is that of the arithmetic and geometric means. Next, $\mathrm{Im}\,D=\sin\theta\,(p_+e^s-p_-e^{-s})$. For $0<|\theta|<\pi$ this vanishes when both terms equal $\sqrt{p_+p_-}$, and then $D=p_0+2\sqrt{p_+p_-}\cos\theta>0$. For $\theta=0$, $D$ is positive as a sum of non-negative terms. So $D$ never reaches zero or the negative real axis, and (1) holds with the principal logarithm for $|\mathrm{Re}\,\chi|<\pi$.

**Probabilities.** In the attempt model (1) means $P(N)=e^{NA}P(-N)$. A test with two modes per lead and a random unitary scattering matrix without time-reversal symmetry summed all many-electron amplitudes. At an energy $0.9\,kT$ below $\mu_L$ and $0.4\,kT$ above $\mu_R$, so that $A=1.3$, it gave $P(1)/P(-1)=3.6693=e^{A}$ and $P(2)/P(-2)=13.4637=e^{2A}$.

The long-time rate was tested on two chains of 130 sites with hopping $J$, $kT=0.5J$, $\mu_{L,R}=\pm0.4J$, a connecting bond $0.7J$ and an energy $0.6J$ on the first right-hand site. Here $A=1.6$. Between times $40$ and $80\,\hbar/J$ the logarithm of the generating function grew at $0.09164\,J/\hbar$ both for $\lambda=0.7$ and for its partner $\lambda=-2.3$. Equation (2) gives $0.09158\,J/\hbar$, which is $0.07\%$ lower. The gap is a finite-time effect: on chains of 280 sites it is the same in this window and falls to $0.04\%$ between times $80$ and $160\,\hbar/J$ and to $0.02\%$ between $160$ and $240\,\hbar/J$.

## Second derivation: reversed motion

Now let the electrons interact. Divide the system, including the contact region, into a left and a right part. Their joint Hamiltonian without coupling is $H_0$, and it conserves $N_L$ and $N_R$. The coupling acts from time $0$ to $t$ with a switching that looks the same run backwards. Assume no magnetic field and no magnetic order, so that the time-reversal operator $\Theta$ obeys $\Theta U\Theta^{-1}=U^\dagger$ for the evolution $U$.

Measure the energy of $H_0$ and both particle numbers before and after. Let the first result be the state $a$, with probability $p_a\propto\exp[-(E_a-\mu_LN_L^a-\mu_RN_R^a)/kT]$, and the second the state $b$. The right part gains $N$, the left part loses $N$, and $W=E_b-E_a$. Then

$$\frac{p_a}{p_b}=\exp\frac{W-\mu_L(-N)-\mu_RN}{kT}=\exp\frac{W+eVN}{kT}.$$

Because $\Theta$ is antiunitary,

$$\langle b|U|a\rangle=\langle\Theta Ua|\Theta b\rangle=\langle U^\dagger\Theta a|\Theta b\rangle=\langle\Theta a|U|\Theta b\rangle .$$

The process $a\to b$ is thus as likely, once started, as $\Theta b\to\Theta a$, which transfers $-N$ and changes the energy by $-W$. Summing $p_a|\langle b|U|a\rangle|^2$ over all pairs with given $N$ and $W$ yields

$$P(N,W)=e^{(W+eVN)/kT}P(-N,-W).$$

Define $Z(\lambda,\omega)=\langle e^{\lambda N+\omega W}\rangle$. Inserting this relation and renaming $-N,-W$ as $N,W$ gives

$$Z(\lambda,\omega)=Z(-\lambda-A,\,-\omega-1/kT).$$

At $\omega=0$ the right side still contains $e^{-W/kT}$. The full Hamiltonian is conserved while the coupling is on, so $W$ is energy exchanged with the coupling term, which is local and does not grow with $t$. The assumption needed is that including this factor multiplies $Z$ only by a number whose logarithm grows more slowly than $t$. It then drops out of $(1/t)\ln Z$, and (1) follows again.

**An interacting case.** Take a dot with one spin-degenerate level and a repulsion so strong that two electrons never occupy it. For tunnelling rates $\Gamma_L,\Gamma_R$ per spin, with $\hbar\Gamma\ll kT$, and $f_r$ taken at the level, the dot fills at rate $w_0=2(\Gamma_Lf_L+\Gamma_Rf_R)$ and empties at rate $w_1=\Gamma_L(1-f_L)+\Gamma_R(1-f_R)$. Attach $e^\lambda$ to each exit to the right and $e^{-\lambda}$ to each entry from the right. The growth rate $F$ is the larger root of

$$(F+w_0)(F+w_1)=2\left[\Gamma_L(1-f_L)+\Gamma_R(1-f_R)e^\lambda\right]\left[\Gamma_Lf_L+\Gamma_Rf_Re^{-\lambda}\right].$$

Multiplied out, the part that depends on $\lambda$ is $2\Gamma_L\Gamma_R[f_L(1-f_R)e^\lambda+f_R(1-f_L)e^{-\lambda}]$. It has the structure found in $D$ and the same symmetry.

## From the symmetry to the noise

Both derivations now lead to the same consequences. Probabilities sum to one, so $F(0,A)=0$, and (1) gives $F(-A,A)=0$. Expanding in the first argument and dividing by $-A$,

$$C_1-\frac A2C_2+\frac{A^2}{6}C_3-\frac{A^3}{24}C_4+\dots=0. \tag{3}$$

The cumulants themselves depend on $A$; primes denote $d/dA$ at $A=0$. Order zero gives $C_1(0)=0$: no current without bias.

**First order.** $C_1'=\tfrac12C_2(0)$. Since $d/dV=(e/kT)\,d/dA$, the conductance is $G=(e^2/kT)C_1'$, and

$$S(0)=2e^2C_2(0)=4e^2C_1'=4kTG .$$

This is Johnson-Nyquist noise at zero frequency. At a finite frequency $f$ it holds with this dc conductance if $hf\ll kT$ and $f$ is also far below the rates at which the contact responds, such as the tunnelling rates of the dot above.

**Second order.** $\tfrac12C_1''-\tfrac12C_2'+\tfrac16C_3(0)=0$. At $A=0$, (1) makes $F$ even in $\lambda$, so $C_3(0)=0$ and $C_1''=C_2'$. With $d^2I/dV^2=e(e/kT)^2C_1''$ and $dS/dV=2e^2(e/kT)C_2'$,

$$\left.\frac{dS}{dV}\right|_0=2kT\left.\frac{d^2I}{dV^2}\right|_0. \tag{4}$$

If $d^2I/dV^2$ is not zero at $V=0$, the contact is noisier, at small $|V|$, in the direction in which it conducts better. If it is zero, (4) does not tell which direction is noisier.

**Third order.** Differentiate (1) with respect to $A$ at $A=0$, using that $\partial_\lambda F$ is odd there:

$$\partial_AF(\lambda,0)-\partial_AF(-\lambda,0)=\partial_\lambda F(\lambda,0).$$

The terms in $\lambda^3$ give $C_3'=\tfrac12C_4(0)$. The third order of (3), $\tfrac16C_1'''-\tfrac14C_2''+\tfrac16C_3'-\tfrac1{24}C_4(0)=0$, then becomes $C_1'''=\tfrac32C_2''-\tfrac14C_4(0)$. From this order on, current and noise no longer suffice; the fourth cumulant enters.

**Constant transmission.** For one channel with two spins, the second derivative of $\ln D$ at $\lambda=0$ is $p_++p_--(p_+-p_-)^2$. Write $p_+=\tau a$ and $p_-=\tau b$. Then $a-b=f_L-f_R$, which integrates to $eV$, and $a=e^Ab$ gives $a+b=(a-b)\coth(A/2)$. Also $a+b=f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2$, where the first two terms integrate to $2kT$. Hence $\int(f_L-f_R)^2dE=eV\coth(A/2)-2kT$ and

$$S=\frac{4e^2}{h}\left[2kT\tau^2+\tau(1-\tau)\,eV\coth\frac{eV}{2kT}\right].$$

As $V\to0$, $eV\coth(A/2)\to2kT$ and $S\to8e^2kT\tau/h=4kTG$. For $eV\gg kT$ and $(1-\tau)\,eV\gg2kT\tau$ the leading term is $2eI(1-\tau)$, the shot noise; close to $\tau=1$ the second condition is the stricter one. The naive $2eI$ thus needs both small $\tau$ and large bias. Here $I$ is linear and $S$ even in $V$, so both sides of (4) vanish.

## A point contact that rectifies

For independent electrons a non-zero effect needs a transmission that varies with energy or with bias; here it varies with both. Consider a gate-defined point contact whose barrier is an inverted parabola,

$$\tau(E)=\frac1{1+e^{-2\pi(E-E_0)/\hbar\omega}},$$

with $\hbar\omega=1$ meV, $T=1$ K and $kT=0.0862$ meV. The right lead is grounded, $\mu_R=0$, and the barrier top moves with the bias: $E_0=0.15\ \text{meV}+\eta eV$ with $\eta=0.3$. With $\tau$ now denoting the transmission at $V=0$,

$$I=\frac{2e}{h}\int\tau(E-\eta eV)\,[f(E-eV)-f(E)]\,dE .$$

The first derivative at $V=0$ is $G=(2e^2/h)\int\tau(-f')\,dE$. The second has two parts. The Fermi function gives $e^2\int\tau f''dE=e^2\int\tau'(-f')dE$, by parts. The cross term gives $2(-\eta e)(e)\int\tau'(-f')dE$. Together,

$$\frac{d^2I}{dV^2}=(1-2\eta)\frac{2e^3}{h}\int\tau'(E)\,(-f')\,dE .$$

At $\eta=\tfrac12$ the barrier follows the mean potential and rectification vanishes.

The thermal mean of $\tau$ is $0.3109$ and that of $kT\,\tau'$ is $0.0988$. With $2e^2/h=77.48$ µS,

- $G=0.3109\times77.48=24.1$ µS;
- $S(0)=4kTG=1.33\times10^{-27}$ A²/Hz, or $36.5$ fA/√Hz;
- $d^2I/dV^2=0.4\times0.0988\times77.48\ \text{µS}/(0.0862\ \text{mV})=35.5$ mA/V²;
- $dS/dV=2kT\,d^2I/dV^2=9.81\times10^{-25}$ A²/(Hz V).

The noise computed from the second cumulant agrees with the second and fourth values to all printed digits.

At $\pm50$ µV, where $|A|=0.58$, the currents are $1.250$ and $-1.161$ nA, and the noise is $1.406$ and $1.307$ in units of $10^{-27}$ A²/Hz. Half the noise difference is $4.94\times10^{-29}$ A²/Hz, which is $3.6\%$ of the mean noise. The slope predicts $9.81\times10^{-25}\times5\times10^{-5}=4.90\times10^{-29}$ A²/Hz. The part of the current even in $V$ is $44.4$ pA. To leading order (4) requires (odd noise)$\,\times V=4kT\,\times$(even current); at this bias the left side is $0.9\%$ larger, the effect of higher orders in $V$.

**Beside a real device.** The parameters are rough typical values for a point contact in a high-mobility two-dimensional electron gas. A second subband 3 meV higher adds about $10^{-8}$ of $G$. The barrier motion matters far more: with $\eta=0$ and all else fixed, $d^2I/dV^2$ would be $88.8$ mA/V², 2.5 times larger, while (4) would still hold. At 1 MHz, $hf/kT=5\times10^{-5}$. A series resistance of $200\ \Omega$ lowers the measured conductance by about $0.5\%$.

Self-heating can be estimated by letting the heat $Q$ deposited on each side leave through a $100\ \Omega$ lead by electronic conduction alone. The Wiedemann-Franz law gives $T_e^2=T^2+2Q(100\ \Omega)/\mathcal L$ with $\mathcal L=(\pi^2/3)(k/e)^2$. An equal split, $Q=IV/2$, would give a rise of $0.13$ mK at $50$ µV, but the split is not equal here. Because $\tau$ rises with energy, the transferred electrons carry about $kT$ above the mean chemical potential, more than three times $eV/2$. This Peltier heat is linear in $V$. At $+50$ µV the right side receives about $4.4\,(IV/2)$ and the left side loses about $2.4\,(IV/2)$, so the right side warms by about $0.56$ mK and the left side cools by about $0.31$ mK; at $-50$ µV the roles are exchanged. Inserting these temperatures changes the $0.9\%$ excess found above to about $1.1\%$.

Relation (4) is sensitive to the assumption of equal temperatures. For $T_L\ne T_R$ the ratio $p_+/p_-$ depends on $E$, and the exchange of terms in $D$ fails. If the left lead is 20 mK warmer and $T_R$ is used in the formulas, $S/4kTG$ becomes $1.009$ and the ratio of the two sides of (4) becomes $1.041$. The weakest assumption is that of independent electrons. In gallium arsenide the unscreened Coulomb energy of two electrons one barrier length $\sqrt{\hbar/m\omega}\approx34$ nm apart is about 3 meV, more than $\hbar\omega$ and far more than $kT$. Gates and leads screen part of it, but real contacts often show a shoulder near $0.7\times2e^2/h$ that this model lacks. The numbers therefore illustrate (4) and do not predict the conductance or noise of a particular device.

## What each derivation assumes

The first derivation needs independent electrons in a static potential, but no time-reversal symmetry. In a magnetic field (1) still holds at each field, because unitarity alone gives each channel the same transmission $\tau$ in both directions, so that $\tau$ cancels in $p_+/p_-$.

The second admits interactions but uses reversed motion. The dot gives an example, for slow tunnelling with $\hbar\Gamma\ll kT$, in which strong repulsion leaves (4) intact. With its level $0.8\,kT$ above $\mu_R$ and rising by $0.3\,eV$, and with rates in units of $\Gamma_L$, $\Gamma_R/\Gamma_L=3$ gives $C_1''=C_2'=0.0412$. At $\Gamma_R/\Gamma_L=0.3$ rectification nearly cancels, and both sides are $-0.000095$.

With interactions and a magnetic field $B$ together, the second argument gives $F(\lambda,A,B)=F(-\lambda-A,A,-B)$. Normalization still yields $F(-A,A,B)=0$, so (3) and Johnson-Nyquist noise survive at each $B$. But $F$ at $A=0$ need no longer be even in $\lambda$, and the second order reads

$$C_1''(B)=C_2'(B)-\tfrac13C_3(0,B),\qquad C_3(0,-B)=-C_3(0,B).$$

Relation (4) is then guaranteed for the sum over $B$ and $-B$, not for one field direction. A violation at a single $B$, with equal lead temperatures and the other conditions met, would therefore point to interactions beyond a static potential. The computed values are collected in the numerical output.

## Calculated quantities

```
MANY-ELECTRON SCATTERER, A = 1.3
transmission eigenvalues: 0.6879, 0.0415
P(1), P(-1): 0.29731, 0.08103
P(1)/P(-1), exp(A): 3.66930, 3.66930
P(2)/P(-2), exp(2A): 13.46374, 13.46374
CHAIN DYNAMICS, A = 1.60, rates in J/hbar
rate at lam = 0.70: 0.091644
rate at lam = -2.30: 0.091641
rate from energy integral: 0.091578
POINT CONTACT, inputs
temperature: 1.00 K; kT: 0.08617 meV
curvature energy: 1.00 meV; barrier top: 0.15 meV
subband spacing: 3.0 meV; eta: 0.30
POINT CONTACT, V = 0
thermal mean transmission: 0.31085
thermal mean of kT*dtau/dE: 0.09877
conductance quantum 2e^2/h: 77.4809 uS
G: 24.0849 uS
S from cumulant: 1.33011e-27 A^2/Hz
4kTG: 1.33011e-27 A^2/Hz
sqrt(S): 36.471 fA/sqrt(Hz)
d2I/dV2: 35.52401 mA/V^2
dS/dV from noise: 9.80924e-25 A^2/(Hz V)
2kT*d2I/dV2: 9.80924e-25 A^2/(Hz V)
third order, C1''' and right side: 0.005885, 0.005885 (kT/h)
POINT CONTACT, bias 50 uV, A = 0.58023
I(+V), I(-V): 1.24988, -1.16116 nA
S(+V), S(-V): 1.40594e-27, 1.30707e-27 A^2/Hz
even current: 44.3609 pA; odd noise: 4.9437e-29 A^2/Hz
odd noise*V/(4kT*even current): 1.00896
F symmetry error at chi = 2.5: 1.7e-16
same, left lead 20 percent hotter: 0.0519
SIZE OF NEGLECTED OR ADDED EFFECTS
second subband, share of G: 1.4e-08
second subband, share of d2I/dV2: 2.4e-08
d2I/dV2 with fixed barrier (eta=0): 88.81003 mA/V^2
hf/kT at 1 MHz: 4.80e-05
series 200 ohm times G: 0.00482
self-heating at this bias: 0.1279 mK
left lead warmer by 20 mK, T of right lead used:
  S/(4kTG): 1.00945
  (dS/dV)/(2kT*d2I/dV2): 1.04101
INTERACTING DOT (rates in units of left tunnel rate)
right/left tunnel rate: 0.3
  C1', C2(0)/2: 0.075363, 0.075363
  C1'', C2': -0.0000949, -0.0000949
right/left tunnel rate: 3.0
  C1', C2(0)/2: 0.244930, 0.244930
  C1'', C2': 0.0412237, 0.0412237
```
